# Many-body crystal momentum and the Lieb-Schultz-Mattis twist

A chain of $L$ unit cells is closed into a ring. Cell $j=0,\dots,L-1$ contains orbitals $\alpha$ at positions $x_{j\alpha}=j+r_\alpha$, measured in cell lengths. The operators $c^\dagger_{j\alpha}$ create particles, $n_{j\alpha}$ are the integer-valued occupations, and the total number $N$ is fixed. The filling per cell is $\nu=N/L$. Translation by one cell, $T$, is unitary and is defined by

$$T c^\dagger_{j\alpha}T^{-1}=c^\dagger_{j+1,\alpha},\qquad c^\dagger_{L\alpha}\equiv c^\dagger_{0\alpha},\qquad T|0\rangle=|0\rangle .$$

The twist operator gives each particle a phase that winds once around the ring:

$$U=\exp\Big[\frac{2\pi i}{L}\sum_{j,\alpha}(j+r_\alpha)\,n_{j\alpha}\Big].$$

The numerical example is a ring of spinless fermions with two sites per cell, at offsets $0$ and $1/2$. The hopping is $t_1=1$ inside a cell and $t_2=0.6$ between cells, entering the Hamiltonian as $-t_1$ and $-t_2$ times $c_s^\dagger c_{s'}$ plus its conjugate for neighbouring sites $s,s'$. Two particles on neighbouring sites repel with energy $V=1$. These are round model parameters, and energies are in units of $t_1$.

## (a) Which momenta are allowed?

Define the many-body crystal momentum by $T|\psi\rangle=e^{-iP}|\psi\rangle$. Find its allowed values and check the sign convention on one particle.

**Solution.** Applying $T$ $L$ times returns every $c^\dagger_{j\alpha}$ to itself and leaves the vacuum unchanged. Every state is built from these operators acting on the vacuum, so $T^L=1$. Hence $e^{-iPL}=1$, and

$$P=\frac{2\pi m}{L},\qquad m=0,1,\dots,L-1 .$$

For one particle, take $|k\rangle=L^{-1/2}\sum_j e^{ikj}c^\dagger_{j\alpha}|0\rangle$ with $e^{ikL}=1$. Then

$$T|k\rangle=L^{-1/2}\sum_j e^{ikj}c^\dagger_{j+1,\alpha}|0\rangle=e^{-ik}|k\rangle ,$$

so $P=k$, as for an ordinary Bloch wave.

## (b) How does the twist transform under translation?

Compute $TUT^{-1}$, keeping track of the seam between cells $L-1$ and $0$.

**Solution.** Since $Tn_{j\alpha}T^{-1}=n_{j+1,\alpha}$, the sum in the exponent becomes, with $l=j+1$,

$$\sum_{j=0}^{L-1}\sum_\alpha(j+r_\alpha)n_{j+1,\alpha}=\sum_{l=1}^{L}\sum_\alpha(l-1+r_\alpha)n_{l\alpha}.$$

The term $l=L$ refers to cell $0$ and carries the coefficient $L-1+r_\alpha$. If the sum is written over $l=0,\dots,L-1$ with the coefficient $l-1+r_\alpha$, cell $0$ receives $-1+r_\alpha$, which is too small by $L$. With $n_0=\sum_\alpha n_{0\alpha}$, the sum is therefore

$$\sum_{l=0}^{L-1}\sum_\alpha(l+r_\alpha)n_{l\alpha}-N+L\,n_0 .$$

All these operators commute, so the exponential factorizes:

$$TUT^{-1}=e^{-2\pi iN/L}\,e^{2\pi i n_0}\,U .$$

The occupation $n_0$ is an integer, so the seam factor is $1$ and

$$\boxed{TUT^{-1}=e^{-2\pi i\nu}\,U.}$$

The derivation uses neither the particle statistics nor a Hamiltonian. The offsets $r_\alpha$ also drop out: changing them multiplies $U$ by a function of the numbers $\sum_j n_{j\alpha}$, which are translation invariant. For $L=6$ and $N=1,\dots,6$, the matrices of the two sides were compared for fermions and hard-core bosons, with the second site at offset $0.5$ and at $0.23$. The largest difference was $7.4\times10^{-15}$.

## (c) What happens to the momentum of a state?

Let $T|\psi\rangle=e^{-iP}|\psi\rangle$. Find the momentum of $U|\psi\rangle$ and decide when $\langle\psi|U|\psi\rangle$ must vanish.

**Solution.** Insert $T^{-1}T=1$ and use part (b):

$$TU|\psi\rangle=(TUT^{-1})\,T|\psi\rangle=e^{-2\pi i\nu}e^{-iP}\,U|\psi\rangle .$$

The twisted state therefore has momentum

$$\boxed{P'=P+2\pi\nu\pmod{2\pi},\qquad m'=m+N\pmod L.}$$

Physically, the phase $e^{2\pi ix/L}$ raises the crystal momentum of each particle by $2\pi/L$, and $N$ particles together gain $2\pi N/L$.

Because $T$ is unitary,

$$\langle\psi|U|\psi\rangle=\langle T\psi|TU\psi\rangle=e^{iP}e^{-iP-2\pi i\nu}\langle\psi|U|\psi\rangle=e^{-2\pi i\nu}\langle\psi|U|\psi\rangle .$$

The overlap must vanish if $\nu$ is not an integer. For integer $\nu$ this argument leaves it free.

Exact diagonalization of the six-cell ring gives these ground-state momenta, with the momentum after the twist measured by projecting $U|\psi\rangle$ onto all six sectors:

| $N$ | $\nu$ | $m$ before | $m$ after |
|---|---|---|---|
| 1 | 0.1667 | 0 | 1 |
| 2 | 0.3333 | 1 | 3 |
| 3 | 0.5000 | 0 | 3 |
| 4 | 0.6667 | 2 | 0 |
| 5 | 0.8333 | 0 | 5 |
| 6 | 1.0000 | 3 | 3 |

In each row the weight in the final sector is $1$ to ten decimals. For $N=4$ the rule reads $2+4=6\equiv0$, and for $N=6$ it reads $3+6=9\equiv3$. For $N=2$ and $N=4$ reflection reverses the momentum, so the ground state has a degenerate partner at $-m$; the table follows one member of each pair.

## (d) Why must the phase wind a whole number of times?

Replace $2\pi$ in $U$ by $\pi$ and call the result $U_{1/2}$. What becomes of the momentum?

**Solution.** The relabelling of part (b) is unchanged, but the prefactor is halved:

$$TU_{1/2}T^{-1}=e^{-i\pi\nu}\,e^{i\pi n_0}\,U_{1/2}.$$

The seam factor $e^{i\pi n_0}=(-1)^{n_0}$ is now an operator that distinguishes even from odd occupation of cell $0$. The phase jumps at the seam, and the twisted state need not have a definite momentum. For $L=6$, $N=3$ the weights at $m=0,\dots,5$ are

$$0.3242,\;0.0914,\;0.0914,\;0.3242,\;0.0843,\;0.0843 .$$

The equal pairs follow from reflection. The map $x\to L-\tfrac12-x$ preserves this chain, reverses momentum, and turns $U_{1/2}$ into a constant phase times $U_{1/2}^{-1}=U^{-1}U_{1/2}$. The ground state is unique here, as shown in part (g), so it is reflected into itself up to a sign. The weight of $U_{1/2}|\psi\rangle$ at $m$ thus equals that of $U^{-1}U_{1/2}|\psi\rangle$ at $-m$. Since $U^{-1}$ lowers $m$ by $3$, this is the weight of $U_{1/2}|\psi\rangle$ at $3-m$. The pairs are $(0,3)$, $(1,2)$ and $(4,5)$.

## (e) What replaces the filling in a spin chain?

Put one spin $S$ in each cell and use $U_S=\exp[(2\pi i/L)\sum_j jS^z_j]$. Let $M$ be the total $S^z$. Find the momentum shift.

**Solution.** With $S^z_j$ in place of $n_j$, part (b) gives

$$TU_ST^{-1}=e^{-2\pi iM/L}\,e^{2\pi iS^z_0}\,U_S .$$

The eigenvalues of $S^z_0$ differ from $S$ by integers, so $e^{2\pi iS^z_0}=e^{2\pi iS}=(-1)^{2S}$. This sign also equals $e^{-2\pi iS}$, and therefore

$$TU_ST^{-1}=e^{-2\pi i(S+M/L)}U_S,\qquad P'=P+2\pi\Big(S+\frac ML\Big)\pmod{2\pi}.$$

The combination $S+M/L$ is the filling of the integer-valued charge $S^z_j+S$. At $M=0$ the shift is $\pi$ for spin $1/2$ and $0$ for spin $1$; the numerical values for six spins agree.

## (f) How is the twist related to magnetic flux?

Let $H(\varphi)$ be the Hamiltonian in which a forward hop of displacement $d$ carries the phase $e^{i\varphi d/L}$, and its reverse the conjugate phase. Relate $H(2\pi)$ to $H(0)$, and compare their spectra at fixed momentum.

**Solution.** For a site $s$ at position $x_s$, $Uc_s^\dagger U^{-1}=e^{2\pi ix_s/L}c_s^\dagger$. A hop from $s'$ to $s$ becomes

$$Uc_s^\dagger c_{s'}U^{-1}=e^{2\pi i(x_s-x_{s'})/L}\,c_s^\dagger c_{s'} .$$

Away from the seam, a forward hop has $x_s-x_{s'}=d$. Across the seam, $x_s-x_{s'}=d-L$, and the extra factor $e^{-2\pi i}$ is $1$. Density interactions commute with $U$. Thus

$$UH(0)U^{-1}=H(2\pi).$$

The phases depend on displacement alone, so $T$ commutes with $H(\varphi)$ for every $\varphi$ if it commutes with $H(0)$. If $|\psi\rangle$ is an eigenstate of $H(0)$ with energy $E$ and momentum $P$, then $U|\psi\rangle$ is an eigenstate of $H(2\pi)$ with the same energy and momentum $P+2\pi\nu$. The spectrum of $H(2\pi)$ at $P$ is the spectrum of $H(0)$ at $P-2\pi\nu$.

This can be checked by diagonalizing both Hamiltonians in each sector, without using $U$. For $L=6$, $N=2$, level $m$ at flux $2\pi$ should match level $m-2$ at zero flux. The lowest energy at $m=1$ with flux is $-2.984088$, equal to the zero-flux value at $m=-1\equiv5$. A shift of the opposite sign would have required the value at $m=3$, which is $-2.268120$.

## (g) How much energy does the twist cost?

For the two-site chain, let $|\psi\rangle$ be a ground state with energy $E_0$, and let $K$ be the hopping part of $H$. Find the mean energy cost of $U$ and $U^{-1}$, and bound it.

**Solution.** Every forward hop $F$ has $d=1/2$, so part (f) gives $UFU^{-1}=e^{i\pi/L}F$ and $U^{-1}FU=e^{-i\pi/L}F$. The reverse hops acquire the conjugate phases. Adding the two transformations,

$$UKU^{-1}+U^{-1}KU=2\cos(\pi/L)\,K .$$

Let $\Delta_\pm$ be the energy of $U^{\pm1}|\psi\rangle$ minus $E_0$. The interaction energy cancels in these differences, which leaves

$$\frac{\Delta_++\Delta_-}{2}=\Big(1-\cos\frac{\pi}{L}\Big)\big(-\langle K\rangle\big).$$

For each bond, $F+F^\dagger$ has eigenvalues $0$ and $\pm1$, because it exchanges the two one-particle states and annihilates the empty and doubly occupied bond. There are $L$ bonds of each kind, so $-\langle K\rangle\le L(t_1+t_2)$. With $1-\cos y\le y^2/2$,

$$\frac{\Delta_++\Delta_-}{2}\le\frac{\pi^2(t_1+t_2)}{2L}.$$

Neither cost can be negative, since $E_0$ is the lowest energy at this $N$. Each is therefore at most twice the mean.

For odd $N$ the two costs are equal. A fermion hopping across the seam then passes an even number of others, so all off-diagonal elements of $H$ in the occupation basis are negative or zero. The hops connect all configurations. By the Perron-Frobenius theorem the ground state is unique and has positive amplitudes. Translation also produces no signs for odd $N$, hence $P=0$, as in the table. Complex conjugation leaves $H$ and $|\psi\rangle$ unchanged and exchanges $U$ with $U^{-1}$, so $\Delta_+=\Delta_-$.

For $L=6$, $N=3$, the computed value $-\langle K\rangle=4.3728$ gives

$$\Delta_+=(1-\cos30^\circ)\times4.3728=0.13397\times4.3728=0.5858 .$$

At filling $\nu=1/2$, with $t_1$, $t_2$ and $V$ held fixed, the results are:

| $L$ | lowest excitation at $P+\pi$ | twist cost | bound on mean |
|---|---|---|---|
| 2 | 1.2000 | 1.6000 | 3.9478 |
| 6 | 0.5069 | 0.5858 | 1.3159 |
| 10 | 0.3136 | 0.3542 | 0.7896 |

The twisted state is a trial state, so its cost lies above the true excitation energy in its sector. For $L=2$ this can be followed by hand. The single particle starts at $k=0$ with amplitudes $(1,1)/\sqrt2$ on the two sites of a cell and energy $-(t_1+t_2)=-1.6$. The twist moves it to $k=\pi$ with amplitudes $(1,i)/\sqrt2$. There the two sites are coupled by the real element $-(t_1-t_2)=-0.4$, whose expectation value in this state is zero, so the cost is $1.6$. The lower band state at $k=\pi$ has energy $-0.4$, which gives the true excitation energy $1.2$.

The bound at $L=6$ is about $2.2$ times the cost. Most of this factor comes from replacing $-\langle K\rangle=4.37$ by its upper limit $6\times1.6=9.6$.

## (h) What does this imply for the energy gap?

Let $\nu=p/q$ in lowest terms with $q>1$, and increase $L$ through multiples of $q$. What is excluded? What changes at integer filling?

**Solution.** Choose a ground state with definite momentum $P$. The states $U^a|\psi\rangle$ with $a=0,\dots,q-1$ have momenta $P+2\pi ap/q$. These are all different because $p$ and $q$ have no common factor, so the states are mutually orthogonal. Repeating part (g) with $a$ windings replaces $\pi/L$ by $\pi a/L$, and each state costs at most

$$\frac{\pi^2a^2(t_1+t_2)}{L}.$$

Each of the $q$ momentum sectors therefore contains an eigenstate whose energy above $E_0$ vanishes at least as fast as $1/L$. A unique ground state separated from all other states at the same $N$ by a gap that survives $L\to\infty$ is excluded.

Two possibilities remain: excitations of arbitrarily low energy above the ground state, or several ground states that become degenerate. The second occurs, for instance, at $\nu=1/2$ and zero hopping if a longer-ranged repulsion places one particle on every fourth site. There are four such patterns: the particles sit on the first or the second site of a cell, in the even or the odd cells. Translation by one cell exchanges the even-cell and odd-cell patterns with the same site occupied. For odd $N$ the sum of such a pair has $P=0$ and the difference $P=\pi$. The three ring sizes above do not decide which possibility holds for the example.

At integer $\nu$ the twist returns to the original momentum sector and need not produce a new state. For $\nu=1$ the computed values are:

| $L$ | $\lvert\langle\psi\lvert U\rvert\psi\rangle\rvert$ | gap at fixed $N$ |
|---|---|---|
| 4 | 0.556 | 0.847 |
| 6 | 0.654 | 0.911 |
| 8 | 0.721 | 0.946 |

The gap does not shrink over these even sizes. Rings with odd $L$, which lack the point $k=\pi$, have larger gaps that decrease with $L$ (about $1.14$, $1.04$, $1.00$ for $L=5,7,9$), so the two sequences approach each other from opposite sides. At $V=0$ its origin is explicit: the bands are $\pm|t_1+t_2e^{ik}|$, and their smallest separation, at $k=\pi$, is $2|t_1-t_2|=0.8$.

For these spinless particles, integer filling permits a gap but does not guarantee one. For electrons with conserved $S^z$ the twist can act on one spin species alone, so the filling of each species counts: at one electron per cell with $S^z=0$ each species has filling $1/2$, and the exclusion still applies. For $t_1=t_2$ and $V=0$ this separation closes. The chain is then also invariant under translation by one site, and with that smaller cell the filling is $1/2$, so the exclusion applies again.

The argument needs translation symmetry and conserved particle number. The energy bound also needs short-ranged hopping and a fixed number of bonds per cell. With hopping that decays only as $1/r$, a single band can have a jump at the Fermi points, and a unique gapped ground state at $\nu=1/2$ becomes possible. On an $L\times L$ lattice each column contains of order $L$ bonds, and the cost of the twist no longer vanishes as $L$ grows. With disorder, eigenstates of $H$ need not have a definite $P$. With pairing terms, a state can mix different $N$, and its components are shifted by different momenta $2\pi N/L$. The remaining computed values are in the numerical output below.

## Calculated quantities

```
hopping inside cell t1 = 1.0, between cells t2 = 0.6, repulsion V = 1.0 (units of t1)
largest error of T U T^-1 = exp(-2 pi i N/L) U, L=6, N=1..6, fermions and bosons: 7.4e-15
L=6 fermions: N, filling, m before, m after, weight at m after, ground energy (t1)
  1  0.1667  0  1  1.0000000000  -1.600000
  2  0.3333  1  3  1.0000000000  -2.984088
  3  0.5000  0  3  1.0000000000  -4.301900
  4  0.6667  2  0  1.0000000000  -4.943330
  5  0.8333  0  5  1.0000000000  -5.349657
  6  1.0000  3  3  1.0000000000  -5.047680
half winding, L=6, N=3: weights at m=0..5: 0.3242 0.0914 0.0914 0.3242 0.0843 0.0843
spin 0.5 ring, L=6, total S^z=0: momentum shift = 1.0000 pi
spin 1.0 ring, L=6, total S^z=0: momentum shift = 0.0000 pi
L=6, N=2: m, lowest energy at flux 0, lowest energy at flux 2 pi (t1)
  0  -2.739288  -2.412638
  1  -2.984088  -2.984088
  2  -2.412638  -2.739288
  3  -2.268120  -2.984088
  4  -2.412638  -2.412638
  5  -2.984088  -2.268120
filling 1/2: L, N, m before, m after, ground energy, -<K> (t1)
  2  1  0  1  -1.600000  1.600000
  6  3  0  3  -4.301900  4.372834
  10  5  0  5  -7.109314  7.236217
filling 1/2: L, true lowest excitation at shifted momentum, twist cost, bound (t1)
  2  1.200000  1.600000  3.947842
  6  0.506885  0.585849  1.315947
  10  0.313568  0.354166  0.789568
filling 1: L, m before, m after, |<psi|U|psi>|, gap at fixed N (t1)
  4  2  2  0.555877  0.847480
  6  3  3  0.654101  0.910619
  8  4  4  0.720520  0.946277
```
